# Frequency moments, traces of the dynamical matrix and moment Debye temperatures: test program

```python
# Result under test: for a harmonic crystal the mean of omega^(2m) over all modes
# equals the trace of the m-th power of the dynamical matrix per degree of freedom,
# i.e. a sum over closed walks in real space. The mean of omega^2 needs only the
# on-site force constants. Moment Debye temperatures are defined by
#   k_B Theta(n) = hbar * [ (n+3)/3 * <omega^n> ]^(1/n),   n > -3, n != 0,
#   k_B Theta(0) = hbar * exp(1/3 + <ln omega>),
# and Theta(-3) is the limit fixed by the sound speeds.
# Symbols: k1, k2 = first and second neighbour spring constants (E_h/a0^2),
# M = atomic mass (m_e), omega = angular frequency (E_h/hbar), T = temperature (K).
# Hartree atomic units are used: hbar = m_e = e = 1.
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

KELVIN = physical_constants["hartree-kelvin relationship"][0]


def real_space_blocks(bonds, masses):
    """Mass-weighted force constants D(R) from bonds (i, j, R, K)."""
    size = 3 * len(masses)
    blocks = {}

    def add(R, i, j, K):
        block = blocks.setdefault(tuple(R), np.zeros((size, size)))
        block[3*i:3*i+3, 3*j:3*j+3] += K / np.sqrt(masses[i] * masses[j])

    for i, j, R, K in bonds:
        add((0, 0, 0), i, i, K)
        add((0, 0, 0), j, j, K)
        add(R, i, j, -K)
        add(tuple(-x for x in R), j, i, -K.T)
    return blocks


def closed_walk_moment(blocks, m):
    """Trace of the m-th power at R = 0, per degree of freedom."""
    power = dict(blocks)
    for _ in range(m - 1):
        new = {}
        for R, P in power.items():
            for S, B in blocks.items():
                key = (R[0] + S[0], R[1] + S[1], R[2] + S[2])
                new[key] = new.get(key, 0) + P @ B
        power = new
    return np.trace(power[(0, 0, 0)]) / len(power[(0, 0, 0)])


def supercell_frequencies(bonds, masses, L):
    """Normal modes of a whole periodic L*L*L crystal, no Bloch transform."""
    r = len(masses)
    H = np.zeros((3 * r * L**3, 3 * r * L**3))

    def sl(cell, i):
        c = [x % L for x in cell]
        start = 3 * (((c[0] * L + c[1]) * L + c[2]) * r + i)
        return slice(start, start + 3)

    for cell in itertools.product(range(L), repeat=3):
        for i, j, R, K in bonds:
            a = sl(cell, i)
            b = sl([c + x for c, x in zip(cell, R)], j)
            H[a, a] += K
            H[b, b] += K
            H[a, b] -= K
            H[b, a] -= K.T
    w = np.repeat(np.tile(masses, L**3), 3) ** -0.5
    return np.sqrt(np.clip(np.linalg.eigvalsh(H * np.outer(w, w)), 0, None))


def mesh_frequencies(blocks, N, shift):
    """Frequencies on an N*N*N mesh (one atom per cell, inversion symmetric)."""
    q = 2 * np.pi * (np.arange(N) + shift) / N
    k = np.stack(np.meshgrid(q, q, q, indexing="ij"), axis=-1).reshape(-1, 3)
    D = np.zeros((len(k), 3, 3))
    for R, B in blocks.items():
        D += np.cos(k @ np.array(R, float))[:, None, None] * B
    return np.sqrt(np.clip(np.linalg.eigvalsh(D), 0, None))


def zone_average(spectra, n):
    """<omega^n>, or <ln omega> for n = 0, from three meshes N, 2N, 4N.
    The leading mesh errors scale as N^-(3+n) and N^-(5+n)."""
    s = [np.mean(np.log(w) if n == 0 else w**n) for w in spectra]
    for p in (5 + n, 3 + n):
        s = [(2**p * s[i+1] - s[i]) / (2**p - 1) for i in range(len(s) - 1)]
    return s[0]


def debye_frequency(n, moment):
    if n == 0:
        return np.exp(1 / 3 + moment)
    return ((n + 3) / 3 * moment) ** (1 / n)


# --- general test: two atoms per cell, unequal masses, random stable springs
rng = np.random.default_rng(4)
pair_list = [(0, 1, (0, 0, 0)), (0, 1, (-1, 0, 0)), (0, 1, (0, -1, 1)),
             (0, 0, (1, 0, 0)), (0, 0, (0, 1, 0)),
             (1, 1, (0, 0, 1)), (1, 1, (1, 1, 0))]
basis_bonds = []
for i, j, R in pair_list:
    X = rng.normal(size=(3, 3))
    basis_bonds.append((i, j, R, X @ X.T))
basis_masses = np.array([1.0, 3.0])
basis_blocks = real_space_blocks(basis_bonds, basis_masses)
basis_omega = supercell_frequencies(basis_bonds, basis_masses, 3)
for m in (1, 2):
    assert np.isclose(np.mean(basis_omega**(2*m)),
                      closed_walk_moment(basis_blocks, m), rtol=1e-10)
basis_onsite = np.trace(basis_blocks[(0, 0, 0)]) / 6
assert np.isclose(np.mean(basis_omega**2), basis_onsite, rtol=1e-10)

# --- the Debye spectrum must return its own cutoff for every n
for n in (-2.5, -2, -1, 0, 1, 2, 4):
    cutoff = 1.7
    mom = quad(lambda w: 3 * w**2 / cutoff**3 *
               (np.log(w) if n == 0 else w**n), 0, cutoff)[0]
    assert np.isclose(debye_frequency(n, mom), cutoff, rtol=1e-6)

# --- bcc model crystals
M = 1.0e5
a = 6.0
primitive = a / 2 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
first = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 1)]
second = [(1, 1, 0), (1, 0, 1), (0, 1, 1)]
orders = (-2, -1, 0, 1, 2, 4, 6)
springs = {"A": (0.03, 0.02), "B": (0.0375, 0.01)}
results = {}

for name, (k1, k2) in springs.items():
    bonds = []
    for shell, k in ((first, k1), (second, k2)):
        for R in shell:
            d = np.array(R) @ primitive
            bonds.append((0, 0, R, k * np.outer(d, d) / (d @ d)))
    blocks = real_space_blocks(bonds, np.array([M]))
    walks = {m: closed_walk_moment(blocks, m) for m in (1, 2, 3)}
    for m in (1, 2, 3):
        small = mesh_frequencies(blocks, m + 1, 0.0)
        assert np.isclose(np.mean(small**(2*m)), walks[m], rtol=1e-10)
    too_small = np.mean(mesh_frequencies(blocks, 2, 0.0)**4)
    assert abs(too_small / walks[2] - 1) > 0.01

    # energy of one displaced atom with all other atoms clamped
    def clamped_energy(u):
        energy = 0.0
        for shell, k in ((first, k1), (second, k2)):
            for R in shell:
                for sign in (1, -1):
                    d = sign * np.array(R) @ primitive
                    stretch = np.linalg.norm(d - u) - np.linalg.norm(d)
                    energy += 0.5 * k * stretch**2
        return energy

    h = 0.01
    laplacian = sum(clamped_energy(h * e) + clamped_energy(-h * e)
                    - 2 * clamped_energy(0 * e) for e in np.eye(3)) / h**2
    onsite = 8 * k1 / 3 + 2 * k2
    spectra = [mesh_frequencies(blocks, N, 0.5) for N in (8, 16, 32, 64)]
    fine = spectra[-1]
    assert np.isclose(np.mean(fine**2), laplacian / (3 * M), rtol=1e-4)
    assert np.isclose(np.mean(fine**2), onsite / M, rtol=1e-10)
    fourth = (3 * onsite**2 + 8 * k1**2 + 6 * k2**2) / (3 * M**2)
    assert np.isclose(np.mean(fine**4), fourth, rtol=1e-10)

    # moment Debye temperatures, with a mesh convergence check
    theta, change = {}, 0.0
    for n in orders:
        theta[n] = KELVIN * debye_frequency(n, zone_average(spectra[1:], n))
        coarse = KELVIN * debye_frequency(n, zone_average(spectra[:3], n))
        change = max(change, abs(theta[n] - coarse))
    assert change < 2e-3 * theta[2]
    for m in (1, 2, 3):
        from_walks = KELVIN * debye_frequency(2*m, walks[m])
        assert np.isclose(theta[2*m], from_walks, rtol=1e-8)

    # Theta(-3) from sound speeds integrated over all directions
    z, wz = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * np.arange(80) / 80
    Z, P = np.meshgrid(z, phi, indexing="ij")
    s = np.sqrt(1 - Z**2)
    unit = np.stack([s * np.cos(P), s * np.sin(P), Z], -1).reshape(-1, 3)
    weight = np.repeat(wz, 80) * 2 * np.pi / 80
    A = np.zeros((len(unit), 3, 3))
    for R, B in blocks.items():
        A -= 0.5 * ((unit @ (np.array(R) @ primitive))**2)[:, None, None] * B
    speed = np.sqrt(np.linalg.eigvalsh(A))
    volume = abs(np.linalg.det(primitive))
    inverse_cube = volume / (72 * np.pi**3) * np.sum(weight[:, None] / speed**3)
    theta[-3] = KELVIN * inverse_cube ** (-1 / 3)
    near = [KELVIN * debye_frequency(n, zone_average(spectra[1:], n))
            for n in (-2.99, -2.98)]
    limit = 2 * near[0] - near[1]
    assert np.isclose(limit, theta[-3], rtol=2e-3)
    results[name] = dict(k1=k1, k2=k2, onsite=onsite, walks=walks, theta=theta,
                         fine=fine, change=change, limit=limit, speed=speed,
                         too_small=too_small, lap=laplacian,
                         mean1=zone_average(spectra[1:], 1))

RA, RB = results["A"], results["B"]
thA, thB = RA["theta"], RB["theta"]
# same on-site constant: same second moment, different fourth moment
assert np.isclose(np.mean(RA["fine"]**2), np.mean(RB["fine"]**2), rtol=1e-10)
assert abs(np.mean(RB["fine"]**4) / np.mean(RA["fine"]**4) - 1) > 0.01
# crystal A is elastically isotropic, which gives Theta(-3) in closed form
assert np.ptp(RA["speed"], axis=0).max() < 1e-6 * RA["speed"].max()
assert np.ptp(RB["speed"], axis=0).max() > 0.01 * RB["speed"].max()
closed = KELVIN * np.sqrt(RA["k1"] / M) * (
    36 * np.pi**2 / (1 + 6 * np.sqrt(3))) ** (1 / 3)
assert np.isclose(closed, thA[-3], rtol=1e-8)

# --- thermal properties of crystal A from direct sums over modes
omega = RA["fine"]


def heat_capacity(T):
    x = omega * KELVIN / T
    return np.mean((x / 2 / np.sinh(x / 2))**2)


T_high = 500.0
C_direct = heat_capacity(T_high)
C_two = 1 - (thA[2] / T_high)**2 / 20
C_three = C_two + (thA[4] / T_high)**4 / 560
next_term = (thA[6] / T_high)**6 / 18144
assert abs(C_direct - C_three) < next_term
assert abs(C_direct - C_three) < abs(C_direct - C_two)

T_cold = thA[-3] / 60
ratios = [heat_capacity(T) / (4 * np.pi**4 / 5 * (T / thA[-3])**3)
          for T in (T_cold, T_cold / np.sqrt(2))]
cold_limit = 2 * ratios[1] - ratios[0]
assert abs(cold_limit - 1) < 1e-2

T_hot = 5000.0
x = omega * KELVIN / T_hot
S_direct = np.mean(x / np.expm1(x) - np.log(-np.expm1(-x)))
S_law = 4 / 3 + np.log(T_hot / thA[0])
assert abs(S_direct - S_law - np.mean(x**2) / 24) < 5e-5

zero_point = 1.5 * RA["mean1"]
cut = thA[1] / KELVIN
debye_zero_point = quad(lambda w: 1.5 * w * 3 * w**2 / cut**3, 0, cut)[0]
assert np.isclose(zero_point, debye_zero_point, rtol=1e-8)
assert np.isclose(zero_point, 9 / 8 * thA[1] / KELVIN, rtol=1e-8)

# --- printed numbers
print(f"mass M = {M:.0f} m_e")
print(f"1 E_h / k_B = {KELVIN:.1f} K")
print(f"two-atom test, <omega^2>, modes    = {np.mean(basis_omega**2):.6f} (model units)")
print(f"two-atom test, <omega^2>, on-site  = {basis_onsite:.6f} (model units)")
for name, r in results.items():
    w = r["walks"]
    print(f"{name}: k1 = {r['k1']:.4f}, k2 = {r['k2']:.4f} E_h/a0^2")
    print(f"{name}: on-site constant = {r['onsite']:.4f} E_h/a0^2")
    print(f"{name}: clamped-atom Laplacian / 3 = {r['lap']/3:.6f} E_h/a0^2")
    print(f"{name}: <omega^2> = {w[1]:.4e} (E_h/hbar)^2")
    print(f"{name}: <omega^4> = {w[2]:.4e} (E_h/hbar)^4")
    print(f"{name}: <omega^6> = {w[3]:.4e} (E_h/hbar)^6")
    print(f"{name}: <omega^4> on too small 2x2x2 mesh = {r['too_small']:.4e} (E_h/hbar)^4")
    for n in (-3,) + orders:
        print(f"{name}: Theta({n}) = {r['theta'][n]:.1f} K")
    print(f"{name}: Theta(n -> -3) from moments = {r['limit']:.1f} K")
    print(f"{name}: largest mesh change of Theta, n = -2 to 6: {r['change']:.4f} K")
print(f"A: <omega> = {RA['mean1']:.4e} E_h/hbar")
print(f"A: zero-point energy per atom = {zero_point:.4e} E_h")
print(f"A: C/(3 k_B) per atom at {T_high:.0f} K, mode sum = {C_direct:.6f}")
print(f"A: same, series through Theta(2) = {C_two:.6f}")
print(f"A: same, series through Theta(4) = {C_three:.6f}")
print(f"A: size of next series term = {next_term:.1e}")
print(f"A: cold temperature Theta(-3)/60 = {T_cold:.2f} K")
print(f"A: C / (T^3 law) there = {ratios[0]:.4f}")
print(f"A: C / (T^3 law) at that T/sqrt(2) = {ratios[1]:.4f}")
print(f"A: C / (T^3 law) extrapolated to T = 0: {cold_limit:.4f}")
print(f"A: S/(3 k_B) per atom at {T_hot:.0f} K, mode sum = {S_direct:.5f}")
print(f"A: same, from Theta(0) = {S_law:.5f}")
print("done: every assertion held")
```

Output:

```
mass M = 100000 m_e
1 E_h / k_B = 315775.0 K
two-atom test, <omega^2>, modes    = 13.740146 (model units)
two-atom test, <omega^2>, on-site  = 13.740146 (model units)
A: k1 = 0.0300, k2 = 0.0200 E_h/a0^2
A: on-site constant = 0.1200 E_h/a0^2
A: clamped-atom Laplacian / 3 = 0.120000 E_h/a0^2
A: <omega^2> = 1.2000e-06 (E_h/hbar)^2
A: <omega^4> = 1.7600e-12 (E_h/hbar)^4
A: <omega^6> = 2.9280e-18 (E_h/hbar)^6
A: <omega^4> on too small 2x2x2 mesh = 2.0800e-12 (E_h/hbar)^4
A: Theta(-3) = 544.4 K
A: Theta(-2) = 476.9 K
A: Theta(-1) = 457.1 K
A: Theta(0) = 449.3 K
A: Theta(1) = 446.7 K
A: Theta(2) = 446.6 K
A: Theta(4) = 449.5 K
A: Theta(6) = 453.6 K
A: Theta(n -> -3) from moments = 544.4 K
A: largest mesh change of Theta, n = -2 to 6: 0.0013 K
B: k1 = 0.0375, k2 = 0.0100 E_h/a0^2
B: on-site constant = 0.1200 E_h/a0^2
B: clamped-atom Laplacian / 3 = 0.120000 E_h/a0^2
B: <omega^2> = 1.2000e-06 (E_h/hbar)^2
B: <omega^4> = 1.8350e-12 (E_h/hbar)^4
B: <omega^6> = 3.1875e-18 (E_h/hbar)^6
B: <omega^4> on too small 2x2x2 mesh = 2.2300e-12 (E_h/hbar)^4
B: Theta(-3) = 499.7 K
B: Theta(-2) = 449.7 K
B: Theta(-1) = 439.7 K
B: Theta(0) = 439.5 K
B: Theta(1) = 442.6 K
B: Theta(2) = 446.6 K
B: Theta(4) = 454.2 K
B: Theta(6) = 460.1 K
B: Theta(n -> -3) from moments = 499.7 K
B: largest mesh change of Theta, n = -2 to 6: 0.0077 K
A: <omega> = 1.0610e-03 E_h/hbar
A: zero-point energy per atom = 1.5914e-03 E_h
A: C/(3 k_B) per atom at 500 K, mode sum = 0.961251
A: same, series through Theta(2) = 0.960114
A: same, series through Theta(4) = 0.961281
A: size of next series term = 3.1e-05
A: cold temperature Theta(-3)/60 = 9.07 K
A: C / (T^3 law) there = 1.0177
A: C / (T^3 law) at that T/sqrt(2) = 1.0086
A: C / (T^3 law) extrapolated to T = 0: 0.9996
A: S/(3 k_B) per atom at 5000 K, mode sum = 3.74293
A: same, from Theta(0) = 3.74273
done: every assertion held
```
